# Why a periodic one-dimensional KPZ interface grows at a length-dependent speed

**Q:** You claim that a growing line closed into a ring has a speed that depends on its circumference. But the growth law is local. How can a point on the line know how long the line is?

**A:** Let us first fix the law. The height \(h(x,t)\) obeys the Kardar-Parisi-Zhang (KPZ) equation

\[
\partial_t h=\nu\,\partial_x^2h+\frac{\lambda}{2}(\partial_xh)^2+\eta ,\qquad
\langle\eta(x,t)\eta(x',t')\rangle=2D\,\delta(x-x')\delta(t-t').
\]

Here \(\nu>0\) smooths the line, \(\lambda\) makes tilted parts grow at a different rate, and "noise strength \(2D\)" means the prefactor of the correlator. The line has length \(L\) and \(h(x+L)=h(x)\). A constant deposition rate would add to the speed unchanged, so I leave it out for now.

Average the equation over \(x\) and over the noise. The smoothing term integrates to zero on a ring and the noise has zero mean, so

\[
v=\frac{\lambda}{2}\langle(\partial_xh)^2\rangle .
\]

The speed is set by the mean square slope. The slopes are restricted by the ring: they must add up to zero round it. That is where the length can enter.

**Q:** With white noise the mean square slope is infinite. You are about to subtract something from infinity.

**A:** Then we need a short-distance cutoff. Take \(N\ge3\) sites with spacing \(a\), so \(L=Na\), and slopes \(u_i=(h_{i+1}-h_i)/a\), with indices periodic. I use

\[
\frac{dh_i}{dt}=\frac{\nu}{a}(u_i-u_{i-1})+N_i+\eta_i,\qquad
N_i=\frac{\lambda}{6}\left(u_i^2+u_iu_{i-1}+u_{i-1}^2\right).
\]

For a smooth profile \(u_{i-1}\approx u_i\), and \(N_i\) becomes \((\lambda/6)\,3u^2=\lambda u^2/2\), as it should. The noise \(\eta_i\) is the white noise averaged over one cell. Its correlator is \(a^{-2}\int\!\!\int 2D\,\delta(x-x')\,dx\,dx'=2D/a\), times \(\delta_{ij}\delta(t-t')\).

**Q:** Why that odd three-term square? It looks chosen to give the answer you want.

**A:** It is chosen so that the stationary state can be found without approximation. My trial weight for the shape of the line is

\[
P\propto\exp\left(-\frac{\nu a}{2D}\sum_j u_j^2\right),
\]

restricted to slopes that close the ring. The Fokker-Planck equation for drift \(f_i\) and noise \(2D/a\) is

\[
\partial_tP=-\sum_i\frac{\partial}{\partial h_i}(f_iP)+\frac{D}{a}\sum_i\frac{\partial^2P}{\partial h_i^2}.
\]

The height \(h_i\) occurs in two slopes: \(\partial u_i/\partial h_i=-1/a\) and \(\partial u_{i-1}/\partial h_i=+1/a\). Hence

\[
\frac{\partial\ln P}{\partial h_i}=-\frac{\nu a}{2D}\left(-\frac{2u_i}{a}+\frac{2u_{i-1}}{a}\right)=\frac{\nu}{D}(u_i-u_{i-1}).
\]

Multiplied by \(D/a\), this is the smoothing drift. So that drift and the noise cancel site by site: \(\frac{\nu}{a}(u_i-u_{i-1})P-\frac{D}{a}\partial P/\partial h_i=0\).

**Q:** That is the linear equation, where a Gaussian is no surprise. The nonlinear term should spoil it.

**A:** It would have to do so through

\[
\sum_i\frac{\partial(N_iP)}{\partial h_i}=P\left[\sum_i\frac{\partial N_i}{\partial h_i}+\sum_iN_i\frac{\partial\ln P}{\partial h_i}\right].
\]

The first sum contains

\[
\frac{\partial N_i}{\partial h_i}=\frac{\lambda}{6a}\left[-(2u_i+u_{i-1})+(u_i+2u_{i-1})\right]=\frac{\lambda}{6a}(u_{i-1}-u_i),
\]

which adds up to zero round the ring. For the second, use \((u^2+uw+w^2)(u-w)=u^3-w^3\):

\[
\sum_iN_i\frac{\partial\ln P}{\partial h_i}=\frac{\lambda\nu}{6D}\sum_i(u_i^3-u_{i-1}^3)=0 .
\]

Both vanish for any \(\lambda\). The nonlinearity moves the line among shapes without changing their weights.

The form of the square does matter. The centred choice \(\frac{\lambda}{2}[(u_i+u_{i-1})/2]^2\) has zero divergence too, but its second sum is proportional to

\[
\sum_i(u_i+u_{i-1})^2(u_i-u_{i-1})=\sum_iu_iu_{i-1}(u_i-u_{i-1}).
\]

For the four slopes \(1,2,-3,0\), which close a ring, this is \(0+2+30+0=32\). The Gaussian is then not stationary, and the bare \(D/\nu\) may not be put into what follows. A symbolic evaluation for five sites gave a zero residual for the three-term form and a nonzero one for the centred form.

**Q:** A stationary weight need not be the one the line reaches. It might run away, or have several stationary states.

**A:** Follow \(S=\sum u_i^2\). The nonlinearity leaves it unchanged, by the cubic identity. Since \(\partial S/\partial h_i=-(2/a)(u_i-u_{i-1})\) and \(\partial^2S/\partial h_i^2=4/a^2\),

\[
\frac{d\langle S\rangle}{dt}=-\frac{2\nu}{a^2}\Big\langle\sum_i(u_i-u_{i-1})^2\Big\rangle+\frac{4DN}{a^3}.
\]

For slopes that add up to zero, the sum of squared differences is at least \(4\sin^2(\pi/N)\,S\), the value for the longest wave. So \(\langle S\rangle\) decays whenever it is large, and there is no runaway. The noise acts in every direction open to the slopes, so the line cannot be confined to separate sets of shapes. The stationary state is therefore unique.

**Q:** Good. Now show me the length.

**A:** Without the ring condition the weight would describe independent slopes \(g_i\) with variance \(s=D/(\nu a)\). Let \(\bar g\) be their mean. Because

\[
\sum_ig_i^2=\sum_i(g_i-\bar g)^2+N\bar g^2 ,
\]

the weight is a product of a factor for the deviations and a factor for the mean. Setting the mean to zero leaves the statistics of the deviations untouched. The ring slopes therefore behave as \(u_i=g_i-\bar g\), and

\[
\langle u_iu_j\rangle=s\delta_{ij}-\frac{s}{N}-\frac{s}{N}+\frac{s}{N}=s\left(\delta_{ij}-\frac1N\right).
\]

The two negative terms come from \(\langle g_i\bar g\rangle\) and \(\langle\bar gg_j\rangle\), the positive one from \(\langle\bar g^2\rangle\). In the averaged growth law the smoothing term drops out, and

\[
v=\frac{\lambda}{6}\left(2\langle u_i^2\rangle+\langle u_iu_{i-1}\rangle\right)
=\frac{\lambda s}{6}\left(2-\frac2N-\frac1N\right)=\frac{\lambda s}{3}-\frac{\lambda s}{2N}.
\]

With \(s=D/(\nu a)\) and \(Na=L\),

\[
v(L)=\frac{\lambda D}{3\nu a}-\frac{\lambda D}{2\nu L}.
\]

The first term depends on the cutoff and is the speed of a very long line. The second does not contain \(a\). It lowers the speed for \(\lambda>0\) and raises it for \(\lambda<0\).

**Q:** So if I make the ring longer, it grows faster, for positive \(\lambda\)?

**A:** Yes, at fixed \(a\). If you held the number of sites fixed instead, \(a=L/N\) would grow with the ring, and

\[
v=\frac{\lambda D}{\nu L}\left(\frac N3-\frac12\right),
\]

which falls with length. The shift is a statement about rings with the same short-distance structure.

**Q:** You call this the effect of a missing zero mode. Perhaps it is just some \(1/N\) left over from the lattice.

**A:** Put the mode back and see. The zero mode of the slope is its mean, the tilt \(m\). Consider a ring with \(h(x+L)=h(x)+mL\). The slopes remain periodic, so the stationarity proof stands, now with \(\sum u_i=Nm\). Write \(u_i=m+\tilde u_i\). Then

\[
N_i=\frac{\lambda}{6}\left[3m^2+3m(\tilde u_i+\tilde u_{i-1})+\tilde u_i^2+\tilde u_i\tilde u_{i-1}+\tilde u_{i-1}^2\right].
\]

The middle term averages to zero, so a tilt adds \(\lambda m^2/2\) to \(v\). If the slopes were unrestricted, \(m\) would fluctuate with variance \(s/N=D/(\nu L)\) and would add

\[
\frac{\lambda}{2}\langle m^2\rangle=\frac{\lambda D}{2\nu L}
\]

on average. That cancels the shift. The ring lacks one mode, and this is the speed that mode would have supplied. "Unrestricted" here means the Gaussian weight without closure; I make no claim about the dynamics of a line with particular open ends.

**Q:** And without a lattice?

**A:** Letting \(a\to0\), the slope covariance becomes \((D/\nu)[\delta(x-x')-1/L]\). Every wavenumber \(k=2\pi n/L\) except \(k=0\) carries the same mean square, \(D/(\nu L)\). Smooth the slope so that each contribution gets a factor \(e^{-k^2\epsilon^2}\). The Poisson sum formula for all modes gives

\[
\frac1L\sum_{k}e^{-k^2\epsilon^2}=\sum_{p=-\infty}^{\infty}\frac{e^{-p^2L^2/4\epsilon^2}}{2\sqrt\pi\,\epsilon}.
\]

The term \(p=0\) is the integral \(\int e^{-k^2\epsilon^2}dk/2\pi\), which belongs to the infinite line. The others are exponentially small for \(L\gg\epsilon\). Removing \(k=0\) subtracts \(1/L\), and multiplication by \(\lambda D/(2\nu)\) gives the same shift.

For \(L=100\) nm and \(\epsilon=5\) nm, the sum without \(k=0\) is 0.046419 nm⁻¹ and the integral is 0.056419 nm⁻¹. The difference is \(-0.01\) nm⁻¹, which is \(-1/L\). This evaluates the smoothed mean square in the Gaussian state; the proof that the state is stationary was the lattice one.

**Q:** My first objection still stands. A local law cannot measure the circumference at once.

**A:** It does not. Start from a flat line and, to leading order, ignore \(\lambda\) in the evolution of the slopes. Each mode then fills up as

\[
\langle|u_k|^2\rangle=\frac{D}{\nu L}\left(1-e^{-2\nu k^2t}\right).
\]

This vanishes at \(k=0\) by itself, so the sum may include that mode at no cost. With the smoothing factor, the summand is the difference of two Gaussians in \(k\), with widths set by \(\epsilon^2\) and \(\epsilon^2+2\nu t\). By the Poisson formula, each sum agrees with its integral up to terms of order \(e^{-L^2/4(\epsilon^2+2\nu t)}\), relative to its leading term. In this linear approximation the ring thus grows like an infinite line of the same age while \(2\nu t\ll L^2\), and it settles at its own stationary speed when the slowest mode has relaxed, after a few times

\[
\tau=\frac{1}{\nu(2\pi/L)^2}=\frac{L^2}{4\pi^2\nu}.
\]

An infinite line settles more slowly. By the same linear law, its speed at age \(t\) is still short of the stationary value by \(\lambda D/(2\nu\sqrt{8\pi\nu t})\). The shift \(-\lambda D/(2\nu L)\) is a difference between stationary speeds. Against an infinite line of the same age the difference is smaller in size, and it approaches the full shift only when \(\sqrt{8\pi\nu t}\gg L\). These time laws hold only while the nonlinearity is weak. At late times and on long rings KPZ scaling takes over: the deficit of the infinite line falls as \(t^{-2/3}\), and the ring settles in a time that grows as \(L^{3/2}\), which can be much shorter than \(\tau\). With \(\nu=D=a=1\) and \(\lambda=4\), a ring of 64 sites has nearly settled by \(t\approx30\), although \(\tau\approx104\). For the trench considered below, the \(t^{-1/2}\) and \(t^{-2/3}\) laws cross only at about \(10^7\) s, so the linear law is adequate there. The stationary shift itself holds for any \(\lambda\).

**Q:** I would trust this more if a line that knows nothing of your Gaussian gave the same speed.

**A:** The lattice equation was integrated from a flat start with \(\nu=D=a=1\) and \(\lambda=2\), time step 0.03, waiting time 30 and measuring time 80. The speeds were taken from the rise of the mean height, averaged over 4000 copies for \(N=4\), 1000 for \(N=16\) and 2000 for \(N=8\):

- \(N=4\): \(0.4167\pm0.0013\), against \(2/3-1/4=0.4167\).
- \(N=16\): \(0.6050\pm0.0018\), against \(2/3-1/16=0.6042\).
- \(N=8\) with tilt 0.5: \(0.7920\pm0.0015\), against \(2/3-1/8+1/4=0.7917\).

The errors are one standard error. The two untilted rings differ by \(0.1883\pm0.0022\), where the formula gives 0.1875. Without the shift they would have had equal speeds.

**Q:** Where would this matter in deposition? A film is a surface, not a line.

**A:** One needs a narrow closed growth front. Imagine ruthenium deposited from the vapour in a ring-shaped trench with inert side walls, so that metal fills it from the bottom up. I take a width \(w=5\) nm, circumference 100 nm, depth 200 nm and rate \(F=0.1\) nm/s. Growth along the local normal raises the height at \(F\sqrt{1+u^2}\approx F+Fu^2/2\), so \(\lambda=F\). For the rest I choose \(\nu=0.5\) nm²/s and \(D=0.05\) nm³/s, and use the width as cutoff, \(a=w\). Then

\[
\frac{\lambda D}{3\nu a}=\frac{0.1\times0.05}{3\times0.5\times5}=6.7\times10^{-4}\ \text{nm/s},
\]
\[
-\frac{\lambda D}{2\nu L}=-\frac{0.1\times0.05}{2\times0.5\times100}=-5.0\times10^{-5}\ \text{nm/s}.
\]

The shift is \(-3.0\times10^{-3}\) nm/min, or 0.05% of \(F\). Halving the cutoff to 2.5 nm doubles the first number to \(1.3\times10^{-3}\) nm/s and leaves the second as it was.

**Q:** Are those values realistic, or merely convenient?

**A:** They are rough choices, not measured values for ruthenium, and a trench forty times deeper than wide is a demanding one. Two consequences can be judged. The height variance is the sum of \(\langle|u_k|^2\rangle/k^2\):

\[
W^2=\frac{D}{\nu L}\,2\sum_{n\ge1}\frac{L^2}{4\pi^2n^2}=\frac{DL}{12\nu},
\]

since \(\sum n^{-2}=\pi^2/6\). This gives \(W\approx0.9\) nm, a few atomic layers.

The noise can be compared with random arrival of single atoms of volume \(\Omega\). On a length \(\ell\), the number arriving in time \(t\) is \(F\ell wt/\Omega\) on average, with equal variance, and each raises the mean height by \(\Omega/(\ell w)\). The height variance is \(\Omega Ft/(w\ell)\). Equating it to \(2Dt/\ell\) gives \(D=\Omega F/(2w)\), or \(1.35\times10^{-4}\) nm³/s for \(\Omega=0.0135\) nm³. My \(D\) is about 370 times larger. It corresponds to matter arriving in clumps of about 370 atoms, 5 nm³ in all, the volume of a patch 5 nm by 5 nm and 0.2 nm thick. That such patches set the noise in a real trench is a conjecture.

**Q:** And what does the model leave out?

**A:** Some omissions change the shift modestly. The rms slope at the cutoff is 0.14. Using \(F\sqrt{1+u^2}\) in place of the square, with Gaussian slopes kept, multiplies the shift by 0.97 to 0.98, depending on how the slope is discretised, and by about 0.95 to 0.96 at half the cutoff. The inner and outer edges of the trench differ in length from its centre line by 16%, so \(L\) itself is uncertain by that much. Relaxation across the width takes about 5 s, against \(\tau\approx510\) s along the ring. The long waves are thus well described by a line, while waves near the cutoff are not, which affects the first term of \(v\). Wetting of the side walls, grain structure and smoothing by surface diffusion, which would enter as a fourth derivative of \(h\), are not sized here.

Other effects can exceed the shift. One is shadowing by the trench. Let a fraction \(T\) of the molecules entering the trench reach the floor, and let each stick there with probability \(\sigma\). By reciprocity, a molecule leaving the floor escapes with probability \(T\). If \(J\) is the flux at the mouth, the flux \(J_b\) at the floor obeys

\[
J_b=JT+(1-\sigma)(1-T)J_b\quad\Rightarrow\quad\frac{J_b}{J}=\frac{T}{T+\sigma(1-T)} .
\]

For a long straight slot of the same width and depth, \(T\) is at least the directly visible fraction \(\sqrt{1+r^2}-r\), with \(r=40\) the depth over the width. For \(\sigma=10^{-4}\) the loss of rate at the floor of such a slot is then at most 0.8%, a bound about 16 times the shift. The bound is generous, because molecules re-emitted from the walls also reach the floor, and it does not carry over to the ring, whose curved walls hide most of the mouth from the floor. With diffuse re-emission \(T\) is about 0.09 for the slot and 0.07 for the ring, so the loss is about 0.10% and 0.13%, two to three times the shift. It falls as the trench fills and is about equal to the shift at half depth.

Temperature is stricter. For a rate proportional to \(e^{-E/k_BT_s}\) at substrate temperature \(T_s\), the relative change per kelvin is \(E/(k_BT_s^2)\). With \(E=0.5\) eV and \(T_s=500\) K this is 2.3% per kelvin, so an error of 0.02 K equals the shift.

**Q:** Then nobody could see it in one trench.

**A:** Not with these numbers. Of the 2000 s needed to fill the trench, let 1000 s pass before measuring. By the linear law above, the speed still missing, relative to the size of the shift, is

\[
2\sum_{n\ge1}e^{-2n^2t/\tau}\approx0.04 .
\]

In the remaining 1000 s, the direct noise alone gives one ring a velocity error of

\[
\sqrt{\frac{2D}{Lt}}=\sqrt{\frac{2\times0.05}{100\times1000}}=1.0\times10^{-3}\ \text{nm/s},
\]

twenty times the shift. To bring the error down to a fifth of the shift takes \((5\times20)^2=10^4\) rings, even if the speed of a very long line were known. Fluctuations of the nonlinear term add to this error.

A more sensible measurement compares rings of different circumference grown together, with the same width, depth and temperature, so that common drifts in rate cancel. Shadowing cancels only in part, because the walls of the two rings curve differently; what remains would have to be calculated and subtracted. Between 100 nm and 200 nm, however, the predicted stationary difference is only \(2.5\times10^{-5}\) nm/s. Even that is not reached before the trench is full: \(\tau\) grows as \(L^2\), so for the 200 nm ring it is about 2000 s, and this ring is still below its stationary speed while it is measured. The difference seen is smaller, and still more rings are needed. The numerical output below gives the stationary shifts for three circumferences and both cutoffs.

## Table of computed values

```
Fokker-Planck residual, chosen lattice form: zero
Fokker-Planck residual, centred square: not zero
Simulation (nu=D=a=1): lambda = 2.0
 n= 4 tilt=0.0: v=0.4167 +- 0.0013, formula 0.4167
 n=16 tilt=0.0: v=0.6050 +- 0.0018, formula 0.6042
 n= 8 tilt=0.5: v=0.7920 +- 0.0015, formula 0.7917
 v(16)-v(4) = 0.1883 +- 0.0022, formula 0.1875
Rate F = lambda = 0.10 nm/s
nu = 0.50 nm^2/s
D = 0.050 nm^3/s
D/nu = 0.100 nm
Width = cutoff = 5.0 nm
Circumference L = 100 nm
Trench depth = 200 nm
 a=5.0 nm L= 50 nm: v_inf=6.6667e-04, shift=-1.000e-04 nm/s
 a=5.0 nm L=100 nm: v_inf=6.6667e-04, shift=-5.000e-05 nm/s
 a=5.0 nm L=200 nm: v_inf=6.6667e-04, shift=-2.500e-05 nm/s
 a=2.5 nm L= 50 nm: v_inf=1.3333e-03, shift=-1.000e-04 nm/s
 a=2.5 nm L=100 nm: v_inf=1.3333e-03, shift=-5.000e-05 nm/s
 a=2.5 nm L=200 nm: v_inf=1.3333e-03, shift=-2.500e-05 nm/s
Shift for L = 100 nm: -5.000e-05 nm/s
Shift in engineering unit: -3.000e-03 nm/min
|Shift|/F = 5.00e-04
Rms roughness = 0.912 nm
Rms slope at cutoff = 0.138
Smooth cutoff: mode sum = 0.046419 1/nm
Smooth cutoff: integral = 0.056419 1/nm
(sum - integral) * L = -1.000000
Shift with full slope law / shift = 0.973
Slowest relaxation time = 507 s
Height grown in that time = 51 nm
Relaxation time across width = 5.1 s
Curvature: width/(2 radius) = 0.157
Waiting time = measuring time = 1000 s
Transient left after waiting / |shift| = 0.039 (linear)
Ru atomic volume = 0.0135 nm^3
D from single-atom shot noise = 1.35e-04 nm^3/s
Atoms per clump implied by D = 369
Sticking probability = 1e-04
Rate loss at trench floor, upper bound = 7.84e-03
Activation energy = 0.5 eV at T = 500 K
Relative rate change per kelvin = 0.0232 1/K
Temperature error equal to shift = 0.022 K
Direct-noise velocity error, one ring = 1.00e-03 nm/s
Rings for 5 standard errors = 10000
```
